\section*{Boundary Trap Density from a Levinson Plot: Slope, Not Absolute Current}

\section{The problem}

An n-channel thin-film transistor has a polycrystalline channel whose grain boundaries hold trapped electrons. Find $N_t$, the number of filled traps per unit area of boundary, from these drain currents at 300 K:

\begin{center}
\begin{tabular}{cc}
$V$ (V) & $I_d$ (A)\\
8 & $2.3330\times10^{-8}$\\
9 & $7.1518\times10^{-8}$\\
10 & $1.7721\times10^{-7}$\\
11 & $3.7577\times10^{-7}$\\
12 & $7.0847\times10^{-7}$\\
14 & $1.9540\times10^{-6}$
\end{tabular}
\end{center}

Here $V$ is the gate voltage counted from the point where the gate induces no charge in the film, trapped charge included. The channel thickness is $t=10$ nm, the grain length $L_g=100$ nm, the relative permittivity of the channel 9, and the effective mass 0.30 electron masses. The gate insulator is 100 nm thick with relative permittivity 3.9, so its capacitance per area is $C=3.453\times10^{-8}$ F/cm$^2$. (The label of this value in the numerical output carries a stray factor ``x 10''; the value is $34.53\times10^{-9}$ F/cm$^2$.) The channel has width $W=100\ \mu$m and length $L=10\ \mu$m, and the drain voltage is $V_d=0.10$ V.

The currents are calculated, not measured. They come from a one-dimensional Poisson equation with mobile electrons and a trap density that does not depend on $V$. The answer can therefore be compared with the density put in.

\section{A tempting solution}

Let $q>0$ be the elementary charge and $\varepsilon$ the channel permittivity. Spread the gate-induced charge uniformly over the fixed thickness:
\begin{equation}
qnt=CV,\qquad n=\frac{CV}{qt}. \label{n}
\end{equation}
Seto's barrier model needs a fixed positive background of density $n$, which dopants would supply. Here the gate takes their place. This is an assumption of the model, since the gate charge does not sit inside the film.

Let the boundary lie at $x=0$, and let electrons be absent for $|x|<w$. The exposed background must balance the trapped charge, so
\begin{equation}
2wn=N_t,\qquad w=\frac{N_t}{2n}. \label{w}
\end{equation}
The electron potential energy $U$ is $-q$ times the electrostatic potential. Poisson's equation for a charge density $+qn$ then reads $U''=q^2n/\varepsilon$. With $U=U'=0$ at $x=w$, two integrations give
\begin{equation}
U(x)=\frac{q^2n}{2\varepsilon}(w-x)^2,\qquad 0<x<w.
\end{equation}
At $x=0$, inserting (\ref{w}) and then (\ref{n}) gives
\begin{equation}
E_b=\frac{q^2nw^2}{2\varepsilon}=\frac{q^2N_t^2}{8\varepsilon n}
=\frac{q^3N_t^2t}{8\varepsilon CV}. \label{Eb}
\end{equation}

For the current, count the electrons in a grain that move towards the boundary fast enough to cross a barrier of height $\psi$. With $v_0=(2\psi/m)^{1/2}$, their flux is
\begin{align}
F&=n\left(\frac{m}{2\pi kT}\right)^{1/2}\int_{v_0}^{\infty}v\,e^{-mv^2/2kT}\,dv \nonumber\\
&=n\left(\frac{m}{2\pi kT}\right)^{1/2}\frac{kT}{m}\,e^{-\psi/kT}
=nv_Re^{-\psi/kT},
\end{align}
where $v_R=(kT/2\pi m)^{1/2}$. Each boundary takes the voltage $V_b=V_dL_g/L=1.00$ mV if the boundaries dominate the resistance. Dividing $V_b$ equally between the two sides, the net flux is
\begin{equation}
F\left(e^{qV_b/2kT}-e^{-qV_b/2kT}\right)\simeq F\,\frac{qV_b}{kT},
\end{equation}
because $qV_b/kT=0.039$ is small. Multiply by $q$ and by the cross-section $Wt$, and replace $qnt$ by $CV$:
\begin{equation}
I_d=\frac{W}{L}\,CV\,\mu_0V_d\,e^{-\psi/kT},\qquad
\mu_0=\frac{qL_gv_R}{kT}. \label{I}
\end{equation}
With $v_R=4.911\times10^6$ cm/s and $kT/q=0.02585$ V, $\mu_0=1900$ cm$^2$/Vs.

The prefactor now seems to be known, so each current should give a barrier by itself. Define the apparent mobility $\mu_a=I_dL/(WCVV_d)$. It is 0.0845 cm$^2$/Vs at 8 V and 4.042 cm$^2$/Vs at 14 V. Setting $\psi=E_b$ gives $E_b=kT\ln(\mu_0/\mu_a)$:
\begin{align}
8\ \mathrm{V}:&\quad 0.02585\,\ln(1899.8/0.0845)=0.259\ \mathrm{eV},\\
14\ \mathrm{V}:&\quad 0.02585\,\ln(1899.8/4.042)=0.159\ \mathrm{eV}.
\end{align}
The carrier densities from (\ref{n}) are $1.724\times10^{18}$ and $3.017\times10^{18}$ cm$^{-3}$. Solving (\ref{Eb}) for $N_t=(8\varepsilon nE_b)^{1/2}/q$ then gives $4.22\times10^{12}$ cm$^{-2}$ at 8 V and $4.37\times10^{12}$ cm$^{-2}$ at 14 V.

\section{Where it fails}

The two answers differ by almost 4\%, although the trap density behind the data is the same at both voltages. The faulty step is $\psi=E_b$. Formula (\ref{Eb}) assumes that the electron density drops abruptly to zero at $|x|=w$. In equilibrium it falls smoothly, as $ne^{-U/kT}$. The mobile tail screens part of the background, and the bands must bend further before the trapped charge is balanced.

The size of this effect follows from the Poisson equation with the tail kept:
\begin{equation}
U''=\frac{q^2n}{\varepsilon}\left(1-e^{-U/kT}\right).
\end{equation}
Multiply by $U'$ and integrate from the grain interior, where $U=U'=0$:
\begin{equation}
\frac{(U')^2}{2}=\frac{q^2n}{\varepsilon}
\left[U-kT\left(1-e^{-U/kT}\right)\right]. \label{first}
\end{equation}
The trapped sheet charge is $-qN_t$. By symmetry half of its field lines go to each side, so Gauss's law gives $U'(0^+)=-q^2N_t/(2\varepsilon)$. Let $\psi_b=U(0)$ be the full barrier. Squaring the slope and inserting it in (\ref{first}) gives
\begin{equation}
\frac{q^4N_t^2}{8\varepsilon^2}=\frac{q^2n}{\varepsilon}
\left[\psi_b-kT\left(1-e^{-\psi_b/kT}\right)\right].
\end{equation}
Division by $q^2n/\varepsilon$ turns the left side into $E_b$ of (\ref{Eb}). Hence
\begin{equation}
\psi_b=E_b+kT\left(1-e^{-\psi_b/kT}\right)\simeq E_b+kT
\qquad(\psi_b\gg kT). \label{tail}
\end{equation}

The tempting solution measured $\psi_b$ and called it $E_b$. Since $N_t^2$ is proportional to the barrier at fixed $n$, its answer is too large by the factor $(1+kT/E_b)^{1/2}$. This factor grows as the barrier falls, which explains the drift with voltage.

The numerical solution of the Poisson equation agrees with (\ref{tail}). At 8 V the depletion formula gives 0.2332 eV and the full barrier is 0.2591 eV; at 14 V the values are 0.1333 and 0.1591 eV.

\section{The right solution}

Put (\ref{tail}) into (\ref{I}). The extra $kT$ becomes a constant factor $1/e$, with $e=2.718\ldots$:
\begin{equation}
I_d\simeq\frac{W}{L}\,CV\,\frac{\mu_0}{e}\,V_d
\exp\left(-\frac{q^3N_t^2t}{8\varepsilon kTCV}\right).
\end{equation}
Divide by $V$ and take the logarithm, with $I_d/V$ expressed in A/V:
\begin{equation}
\ln\frac{I_d}{V}=\ln\left(\frac{WC\mu_0V_d}{eL}\right)-\frac{S}{V},
\qquad S=\frac{q^3N_t^2t}{8\varepsilon kTC}. \label{lev}
\end{equation}
This is the Levinson plot. The shift by one $kT$ enters the intercept and leaves the slope unchanged. Solving for the trap density,
\begin{equation}
N_t=\left(\frac{8\varepsilon kTCS}{q^3t}\right)^{1/2}. \label{Nt}
\end{equation}

The two end points of the table give
\begin{equation}
-S=\frac{-15.7847-(-19.6530)}{0.07143-0.12500}\ \mathrm{V}
=-72.21\ \mathrm{V}.
\end{equation}
For the arithmetic, group (\ref{Nt}) as $8(\varepsilon/q)(kT/q)(C/q)S/t$ under the root. Here $\varepsilon/q=4.974\times10^6$ V$^{-1}$cm$^{-1}$ and $C/q=2.155\times10^{11}$ V$^{-1}$cm$^{-2}$, so
\begin{align}
N_t^2&=\frac{8(4.974\times10^6)(0.02585)(2.155\times10^{11})(72.21)}
{10^{-6}}\ \mathrm{cm}^{-4}\nonumber\\
&=1.60\times10^{25}\ \mathrm{cm}^{-4}.
\end{align}
Thus
\begin{equation}
N_t=4.00\times10^{12}\ \mathrm{cm}^{-2}=4.00\times10^{16}\ \mathrm{m}^{-2}.
\end{equation}
A least-squares line through all six points gives the same value to three digits, and this is the density that was put into the calculation. The intercept corresponds to a mobility of 702 cm$^2$/Vs, close to $\mu_0/e=699$ cm$^2$/Vs. Reading the intercept as $\mu_0$ itself would bring back the original fault.

\section{The voltage range}

At low voltage the assumption of a neutral grain interior fails. The two depletion regions in a grain meet when $2w=L_g$, that is, when $nL_g=N_t$. By (\ref{n}) this happens at
\begin{equation}
V_c=\frac{qN_tt}{CL_g}=1.86\ \mathrm{V}.
\end{equation}
The data start at 8 V, where $2w=23$ nm. At high voltage the barrier sinks towards $kT$ and the exponential in (\ref{tail}) can no longer be dropped. At 14 V it is still only about 0.002.

The traps must also stay full. At 8 V the band edge at the boundary lies 0.256 eV above the Fermi level if the depletion barrier is used, and about 0.28 eV with the tail included. The traps must lie deeper than this by several $kT$. If they are instead spread in energy, $N_t$ changes with $V$. With $x=1/V$ and all else fixed, the exponent is proportional to $N_t^2x$, and its local slope yields
\begin{equation}
N_{\mathrm{app}}^2=\frac{d(N_t^2x)}{dx}=N_t^2+x\frac{dN_t^2}{dx}.
\end{equation}
If more traps fill as $V$ rises, the second term is negative and the plot reads low. Suppose $N_t$ rises by 5\% between 8 and 14 V. The end-point slope then gives
\begin{equation}
\frac{N_{\mathrm{app}}}{N_t(8\ \mathrm{V})}=
\left[\frac{0.12500-(1.05)^2(0.07143)}{0.12500-0.07143}\right]^{1/2}=0.93,
\end{equation}
which is 7\% below the 8 V density, although the true density has risen.

\section{Effects that change the current}

Suppose a neglected effect multiplies the current by $g(V)$. A constant $g$ moves the intercept alone. A varying $g$ changes the end-point slope, and since $N_t\propto S^{1/2}$, a small change gives
\begin{equation}
\frac{\delta N_t}{N_t}\simeq\frac{\delta S}{2S}
=\frac{\ln[g(14\ \mathrm{V})/g(8\ \mathrm{V})]}{2(3.868)}, \label{g}
\end{equation}
where 3.868 is the rise of the ordinate between the end points.

Tunnelling shows the difference between current and slope. A WKB estimate through the depletion barrier raises the current by a factor 3.87 at 8 V and 3.67 at 14 V. Equation (\ref{g}) gives $-0.7\%$, and the refitted density is $3.97\times10^{12}$ cm$^{-2}$. WKB somewhat overstates the gain near the sharp barrier top: the exact transmission gives factors of 3.70 and 3.58 and a fit of $3.98\times10^{12}$ cm$^{-2}$. Degeneracy acts in two ways. It raises the Fermi level in the grain, which at a fixed barrier would multiply the current by 1.158 to 1.292 and move the fit to $4.06\times10^{12}$ cm$^{-2}$. It also makes the electron density fall more slowly with $U$, so the mobile tail screens more of the background. This raises $\psi_b-E_b$ from about $kT$ to $1.07\,kT$ at 8 V and $1.13\,kT$ at 14 V, which cancels about half of this gain in the logarithm. The net factors are about 1.08 to 1.14, and the fit becomes $4.03\times10^{12}$ cm$^{-2}$. Resistance inside the grains, for an assumed grain mobility of 50 cm$^2$/Vs, gives $3.97\times10^{12}$ cm$^{-2}$. Each effect was added alone to the same one-dimensional currents.

The emission formula also ignores scattering near the barrier top. There the energy falls away as $q\mathcal{E}|x|$, with $\mathcal{E}=qN_t/2\varepsilon=4.0\times10^5$ V/cm. For electron density $n_b$ at the top and grain mobility $\mu_g$, the diffusive resistance per area is the integral of the local resistivity over both sides:
\begin{equation}
R_D=2\int_0^\infty\frac{e^{-q\mathcal{E}x/kT}}{q\mu_gn_b}\,dx
=\frac{2kT}{q^2\mu_gn_b\mathcal{E}}.
\end{equation}
The emission resistance is $R_E=kT/(q^2n_bv_R)$, so $R_D/R_E=2v_R/(\mu_g\mathcal{E})$. This is about 0.5 for 50 cm$^2$/Vs, if that mobility still holds at such a field. The current would fall by a third, but $\mathcal{E}$ depends on $N_t$ and not on $V$. With a constant field the slope is unaffected, while the intercept is not. On the actual curved profile the ratio runs from 0.52 at 8 V to 0.55 at 14 V, and the fit moves only to $3.99\times10^{12}$ cm$^{-2}$.

An error in the zero of $V$ does reach the slope. If every $V$ is read 0.5 V too low, the fit gives $3.79\times10^{12}$ cm$^{-2}$, 5\% below the correct fit. The zero must not be confused with the voltage at which a current becomes visible. In this example $I_d$ reaches 1 pA only at $V=3.9$ V, because the barrier is high at low voltage (this assumes the traps are still full there, where the band edge at the boundary lies about 0.54 eV above the Fermi level). Counting the gate voltage from there would give $2.3\times10^{12}$ cm$^{-2}$, more than 40\% too low.

\section{What the fixed thickness hides}

By (\ref{Nt}), $N_t\propto t^{-1/2}$ for a given measured slope. Taking $t=5$ nm for the same data gives $5.66\times10^{12}$ cm$^{-2}$. A reported trap density therefore needs its assumed thickness beside it.

The uniform filling of that thickness is itself doubtful. Let $y$ be the distance from the insulator, with no field leaving the back of the film. A uniform charge produces the field $qn(t-y)/\varepsilon$, and hence an energy drop across the film
\begin{equation}
\Delta=q\int_0^t\frac{qn(t-y)}{\varepsilon}\,dy=\frac{q^2nt^2}{2\varepsilon},
\qquad \frac{E_b}{\Delta}=\left(\frac{w}{t}\right)^2.
\end{equation}
When $w$ is comparable with $t$, a barrier of several $kT$ implies a transverse drop of several $kT$, and classical electrons would not remain uniform. Here $\Delta$ runs from 0.173 to 0.303 eV. In a trap-free film at 10 V, the classical sheet density divided by the surface density is only 1.2 nm. Quantum confinement, not included in that figure, would alter the profile: the lowest level spacing of a 10 nm hard-wall film is 0.038 eV.

If the effective thickness shrank as $t=a/V$, with $a$ constant, (\ref{Eb}) would give $E_b\propto1/V^2$. The exponent would be $-Bx^2$ with $B$ constant, and the Levinson slope $-2Bx$ would depend on the voltage range. A plot against $1/V^2$ would then be the straight one.

A two-dimensional Poisson solution removes the uniform-charge assumption. It includes the gate insulator and classical, non-degenerate electrons, keeps the same $N_t$ filled over the whole film height, and lets no field leave the back surface. The barrier, defined by the ratio of electron sheet densities at the boundary and the grain centre, falls from about 0.19 eV at 8 V to 0.10 eV at 14 V. These values are about 0.07 and 0.06 eV below the one-dimensional full barriers. The slope senses the change of this offset, not its size, and (\ref{Nt}) with $t=10$ nm returns about $3.7\times10^{12}$ cm$^{-2}$ (3.69 to 3.70, depending on the mesh), 8\% below the input. Near the insulator the electron density is in fact several times the effective density of states at 10 V, so classical statistics is only an approximation there. With Fermi--Dirac statistics the same calculation gives about $3.8\times10^{12}$ cm$^{-2}$ (3.81 from the boundary sheet density, 3.79 from the Fermi--Dirac emission flux), 5\% below the input.

Replacing 10 nm by the 1.2 nm electron layer would multiply that result by $(10/1.18)^{1/2}=2.9$ and give $1.1\times10^{13}$ cm$^{-2}$. In this example the film thickness is much the better choice. The points of the two-dimensional plot depart from their line by only about 0.02 in the logarithm with classical electrons and 0.03 with Fermi--Dirac statistics, so a straight plot does not by itself confirm the model.

\section{Comparison with real transistors}

The parameters lie in the rough regime of polycrystalline metal-oxide transistors, for which films of tens of nanometres, grains of tens to hundreds of nanometres and trap densities of order $10^{12}$ to $10^{13}$ cm$^{-2}$ are reasonable magnitudes. The 10 nm film is at the thin end, and the apparent mobility of 0.08 cm$^2$/Vs at 8 V is low for a useful device. The largest insulator field, 1.4 MV/cm, is well below the roughly 10 MV/cm that good silicon dioxide withstands. Real devices can break the assumptions of uniform charge, constant trap filling and a well-known zero of $V$. In the cases worked above these moved the result by 8\% (with classical electrons), 7\% and, for an error of 0.5 V, 5\%, each relative to its stated reference. Such figures belong to this geometry and voltage range; the choice of $t$ and of the zero of $V$ can matter far more. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K; kT 0.02585 eV
relative permittivity: channel 9.0, insulator 3.9
channel 10 nm; insulator 100 nm; grain 100 nm
effective mass 0.30 electron masses
W 100 um; L 10 um; Vd 0.10 V
capacitance 34.531 x 1e-9 F/cm2 x 10
input trap density 4.000e+12 cm^-2
V [V], 1/V [1/V], Id [A], ln(Id/V) with Id/V in A/V:
   8.0  0.12500  2.3330e-08  -19.6530
   9.0  0.11111  7.1518e-08  -18.6505
  10.0  0.10000  1.7721e-07  -17.8485
  11.0  0.09091  3.7577e-07  -17.1922
  12.0  0.08333  7.0847e-07  -16.6451
  14.0  0.07143  1.9540e-06  -15.7847
V [V], n [cm^-3], w [nm], Seto Eb [eV], full barrier [eV]:
   8.0  1.724e+18  11.60  0.2332  0.2591
   9.0  1.940e+18  10.31  0.2073  0.2332
  10.0  2.155e+18  9.28  0.1866  0.2124
  11.0  2.371e+18  8.44  0.1696  0.1954
  12.0  2.586e+18  7.73  0.1555  0.1813
  14.0  3.017e+18  6.63  0.1333  0.1591
end-point slope -72.208 V; Nt 4.001e+12 cm^-2
fitted slope -72.205 V; intercept -10.628
recovered Nt 4.001e+12 cm^-2 = 4.001e+16 m^-2
largest plot residual 0.00056
emission speed 4.911e+06 cm/s
mu0 1899.8; mu0/e 698.9; from intercept 701.8 cm2/Vs
apparent mobility, first and last V: 0.0845, 4.042 cm2/Vs
Recovered Nt [cm^-2] with one neglected effect at a time:
  grain mobility 50 cm2/Vs: 3.965e+12
  WKB tunnelling: 3.974e+12; current gain 3.87 to 3.67
  degeneracy: 4.056e+12; current gain 1.158 to 1.292
  V read 0.5 V too low: 3.790e+12
  thickness taken as 5 nm: 5.658e+12
  two-dimensional electrostatics: 3.688e+12
2D slope -61.358 V; largest residual 0.0183
2D effective barrier, first and last V: 0.1862, 0.1014 eV
2D/input trap-density ratio 0.922
trap-free film at 10 V: sheet/surface density 1.18 nm
uniform-charge transverse drop 0.173 to 0.303 eV
insulator field at last V 1.40 MV/cm
hard-wall level spacing 0.0376 eV
voltage per boundary 1.00 mV; ratio to kT/q 0.0387
neutral grain core requires V above 1.86 V
boundary band edge above Fermi level at first V 0.256 eV
\end{verbatim}
